Effective lateral conductivity of a vapour chamber core

A thermal model of a chip package that gives a vapour chamber one fixed conductivity, like a sheet of metal, errs when the vapour gap or the temperature changes. Halving the thickness of a metal sheet doubles its lateral resistance. Halving the vapour gap raises the resistance of the vapour path eightfold, at fixed fluid state. In the chamber computed below, cooling from 330 K to 320 K more than halves the core conductivity. The theorem gives the conductivity from the vapour flow and shows when the simple law for it holds.

**Setting and assumptions**

A flat, closed, horizontal chamber contains a pure fluid. Vapour fills the gap 0 < y < h between two plates. Liquid returns through a wick of thickness t and permeability K on one plate. The lateral coordinate is x, and m is the vapour mass flow per unit width, positive towards +x. Subscripts v and l denote vapour and liquid; ρ is density, μ viscosity, p pressure, and H and s are enthalpy and entropy per unit mass. The latent heat is L = H_v − H_l, each enthalpy taken at the pressure of its own phase.

(A1) The state is steady, and all quantities vary laterally over lengths much larger than h.
(A2) The vapour flow is laminar, with negligible inertia and no slip at the plates.
(A3) The liquid obeys Darcy's law.
(A4) Vapour and liquid are in local equilibrium at the wick surface, whose temperature is T(x). The vapour across the gap has nearly this temperature.
(A5) There is no foreign gas, no support post in the gap, and no effect of gravity.

**Theorem.** Under A1 to A5, to linear order in the temperature gradient, the heat carried by the circulating fluid, per unit area of vapour core, is q = −k dT/dx with

k = L² / [T h (R_v + R_l)],

R_v = 12 μ_v/(ρ_v² h³),  R_l = μ_l/(ρ_l² K t).

If R_l ≪ R_v, this becomes

k = h² ρ_v² L² / (12 μ_v T).

The proportionality to h², ρ_v² and L² thus holds at given T and μ_v and with negligible liquid resistance. For a chosen fluid, ρ_v and L are not free controls, since saturation fixes both at each temperature.

**Lemma 1 (vapour flow).** m = −[ρ_v h³/(12 μ_v)] dp_v/dx.

Proof. In a thin gap the pressure is uniform across y to leading order, and the lateral force balance is

μ_v d²u/dy² = dp_v/dx.

Two integrations with u(0) = u(h) = 0 give

u = [1/(2μ_v)] (dp_v/dx) (y² − hy).

Since ∫₀ʰ (y² − hy) dy = h³/3 − h³/2 = −h³/6, the mean speed is

U = (1/h) ∫₀ʰ u dy = −[h²/(12μ_v)] dp_v/dx.

Multiplication by ρ_v h gives m. ∎

**Lemma 2 (return flow and heat).** dp_l/dx = μ_l m/(ρ_l K t), and q = mL/h.

Proof. The mass between a section and the closed end is constant, so the liquid flow per width is m_l = −m. Darcy's law reads

m_l = −(ρ_l K t/μ_l) dp_l/dx.

Setting m_l = −m gives the first result: liquid pressure rises in the direction in which the vapour moves. The net enthalpy flow per width is

m H_v + m_l H_l = m(H_v − H_l) = mL.

Division by h refers it to the core area. Sensible heat is already contained in the two enthalpies. Kinetic energy is neglected, in keeping with A2. ∎

**Lemma 3 (equilibrium with unequal pressures).** Along the wick surface,

dp_v/ρ_v − dp_l/ρ_l = (L/T) dT.

Proof. The chemical potential per unit mass is G = H − Ts, and dG = −s dT + dp/ρ. Equilibrium requires G_v = G_l at every x, so the two differentials are equal:

−s_v dT + dp_v/ρ_v = −s_l dT + dp_l/ρ_l.

Hence dp_v/ρ_v − dp_l/ρ_l = (s_v − s_l) dT. The equality G_v = G_l itself gives H_v − H_l = T(s_v − s_l), so s_v − s_l = L/T. ∎

Two special cases follow. If the phase pressures are equal, the lemma is the Clausius-Clapeyron equation dp/dT = L/[T(1/ρ_v − 1/ρ_l)]. If the liquid pressure is constant, dp_v/dT = Lρ_v/T without any assumption that the vapour is ideal or dilute. In a working chamber neither case holds strictly. The return flow needs a gradient of liquid pressure, and by Lemmas 1 and 2 the two pressures change in opposite directions along x, so they cannot stay equal.

**Proof of the theorem.** Lemmas 1 and 2 give

(1/ρ_v) dp_v/dx = −12 μ_v m/(ρ_v² h³) = −R_v m,

(1/ρ_l) dp_l/dx = μ_l m/(ρ_l² K t) = R_l m.

Lemma 3, divided by dx, becomes

−(R_v + R_l) m = (L/T) dT/dx.

Solving for m and inserting it in q = mL/h gives

q = −{L²/[T h (R_v + R_l)]} dT/dx,

which identifies k. Without R_l,

k = [L²/(T h)] [ρ_v² h³/(12μ_v)] = h² ρ_v² L²/(12μ_v T). ∎

**Remark 1 (origin of the squares).** One factor L is the heat carried per unit mass; the other comes from the pressure difference that a temperature difference creates. One factor ρ_v converts speed to mass flow; the other also comes from the saturation slope. The h² comes from the permeability of the channel, h²/12. For m > 0, multiplying the balance −(R_v + R_l) m = (L/T) dT/dx by −m gives

(R_v + R_l) m² = (mL/T) |dT/dx|.

The left side is the power dissipated by the two flows per unit plate area. The right side is the greatest mechanical power obtainable from a heat flow mL per width falling through this small temperature gradient. The chamber is a heat engine that spends all its work on moving its own fluid.

**Remark 2 (the opposite limit).** If R_l ≫ R_v,

k = L² ρ_l² K t/(μ_l T h).

The sheet conductance kh then no longer depends on the gap, and a taller gap brings no gain. The controlling ratio is

R_l/R_v = μ_l ρ_v² h³/(12 μ_v ρ_l² K t).

Dense vapour, a tall gap and a tight wick favour this limit. The water chamber of the example below does not reach it at its 10 W load within the assumptions. R_l = R_v would need either a gap of 4.7 mm, about half the heated length, which breaks A1 and A2, or K ≈ 4×10⁻¹⁵ m², at which a wick of the same pore radius dries near 6 mW. The temperature drop due to the liquid term is TΔp_l/(ρ_l L), and since Δp_l cannot exceed the capillary pressure, this drop stays below 4×10⁻⁴ K for that wick.

**Remark 3 (two dimensions).** For a uniform isotropic chamber at linear order, the vapour and liquid flows are −c_v∇p_v and −c_l∇p_l with constant c_v and c_l. Their sum is −∇φ, where φ = c_v p_v + c_l p_l. Total mass conservation gives ∇²φ = 0, and no mass crosses the edge, so φ is constant and the two flows cancel at each point. The proof above then applies to each component, and the chamber obeys −∇·(kh∇T) = net heat supplied per unit area.

**Numerical test.** The theorem was tested on a van der Waals fluid, with reduced equation of state p = 8T/(3v − 1) − 3/v², at reduced temperatures 0.6, 0.75 and 0.9. The gap was 1 or 2, both viscosities were 1, and Kt was 0.02 or infinite. Channel flow was solved by finite differences, and the temperatures at two neighbouring stations were found from equality of the chemical potentials. Heat flux divided by temperature slope agreed with the formula for k to a relative error of 2.3×10⁻⁸ at worst. The slope of the equal-pressure saturation curve agreed with the Clausius-Clapeyron equation to 3.3×10⁻⁸.

**Proposition 1 (temperature drop of a strip).** Let a chamber of width W receive power Q uniformly over a length a and lose it uniformly over the remaining length b. With constant k, and with all lateral heat in the core, the end-to-end drop is

Δ₁ = Q(a + b)/(2Wkh).

Proof. The mass flow rises linearly from zero to m₀ = Q/(WL) over a, then falls linearly to zero over b. Therefore ∫ m dx = m₀(a + b)/2. Integrating −k dT/dx = mL/h gives Δ₁ = L m₀(a + b)/(2kh), and Lm₀ = Q/W. ∎

**Proposition 2 (finite load).** Let the vapour be ideal, ρ_v = p_v M/(RT), with molar mass M and gas constant R. Let L and μ_v be constant and the liquid terms negligible. Then

β = d ln k/dT = 2LM/(RT²) − 3/T,

and, if k is evaluated at the hot end, the drop is Δ = Δ₁(1 + βΔ₁/2) to second order in Δ₁.

Proof. From dp_v/dT = Lρ_v/T it follows that d ln p_v/dT = LM/(RT²). Since k ∝ ρ_v²/T ∝ p_v²/T³, differentiating ln k gives β. Now let T₀ be the hot-end temperature and k₀ = k(T₀). Integration of the heat flux along x gives ∫ k dT = k₀Δ₁, taken from T₀ − Δ to T₀. With k = k₀[1 + β(T − T₀)] the integral is k₀(Δ − βΔ²/2). Thus Δ = Δ₁ + βΔ²/2, and replacing Δ² by Δ₁² at this order gives the result. ∎

**Proposition 3 (inertia).** If vapour enters uniformly through one plate at speed V, inertia multiplies the pressure gradient by 1 + (27/140)Re_w to first order in Re_w = ρ_v V h/μ_v, at constant density.

Proof. Measure x from the closed end and set η = y/h. The velocities

v = V g(η),  u = −(Vx/h) g′(η)

satisfy ∂u/∂x + ∂v/∂y = 0, with g(0) = 1 and g(1) = g′(0) = g′(1) = 0. The inertia terms are u ∂u/∂x = (V²x/h²)g′² and v ∂u/∂y = −(V²x/h²)gg″. The viscous term is μ_v ∂²u/∂y² = −(μ_v Vx/h³)g‴. The lateral momentum equation becomes

−dp_v/dx = (μ_v Vx/h³) C,  C = g‴ + Re_w(g′² − gg″).

The transverse momentum equation makes ∂p/∂y independent of x, so ∂p/∂x is independent of y and C is constant. At Re_w = 0, g₀ = 1 − 3η² + 2η³ and C = 12, which is Lemma 1 with U = Vx/h.

Write g = g₀ + Re_w g₁ and C = 12 + Re_w C₁. At first order g₁‴ = C₁ − (g₀′² − g₀g₀″). Multiply by w = η(1 − η) and integrate from 0 to 1. Two integrations by parts turn the left side into ∫ w″g₁′ dη = −2[g₁(1) − g₁(0)] = 0, because w, g₁ and g₁′ vanish at both ends. Since ∫ w dη = 1/6,

C₁/6 = ∫ w g₀′² dη − ∫ w g₀g₀″ dη.

Here g₀′ = −6w and ∫ w³ dη = 1/140, so the first integral is 36/140. In the second, g₀″ = −6w′, and integration by parts gives

−∫ w g₀g₀″ dη = 3∫ (w²)′ g₀ dη = −3∫ w² g₀′ dη = 18/140.

Hence C₁ = 6 × 54/140 = 81/35, and C₁/12 = 27/140. ∎

Removal of vapour corresponds to V < 0. In the strip, Re_w is m₀h/(aμ_v) in the evaporator and −m₀h/(bμ_v) in the condenser. The corrections to the pressure fall are weighted by the lengths a and b, so they cancel at first order: the pressure spent on accelerating the vapour is recovered as it slows down, and the small changes in wall friction cancel as well. This neglects the short region where the two profiles join.

**Worked example**

The parameters are round values in the regime of water-filled copper vapour chambers for portable electronics. At T = 330 K, p_v = 17 kPa, M = 18 g/mol, L = 2.4 MJ/kg and μ_v = 11 μPa s. The liquid has μ_l = 0.5 mPa s and ρ_l = 980 kg/m³. The gap is 0.2 mm. The wick is 0.1 mm thick, with K = 5×10⁻¹¹ m². The ideal vapour density is

ρ_v = 17000 × 0.018/(8.314 × 330) = 0.1115 kg/m³.

The core conductivity follows:

k = (2×10⁻⁴)² × 0.1115² × (2.4×10⁶)²/(12 × 11×10⁻⁶ × 330) = 6.6×10⁴ W/(m K).

This is about 170 times the 390 W/(m K) used for copper. The ratio R_l/R_v is about 8×10⁻⁵, so the simple law applies. Because k ∝ h² when slip is neglected, the core would merely equal copper at a gap of about 0.2 mm × (390/65790)^(1/2) = 15 μm.

For Q = 10 W, W = 50 mm, a = 10 mm and b = 70 mm, Proposition 1 gives

Δ₁ = 10 × 0.080/(2 × 0.050 × 65790 × 0.0002) = 0.61 K.

Proposition 2 gives β = 0.0954 − 0.0091 = 0.0863 per kelvin. The predicted finite-load increase is 0.0863 × 0.608/2 = 2.6 %; integration with variable density gives 2.7 %, or a drop of 0.62 K. With L and μ_v held constant, k is 2.7×10⁴ W/(m K) at 320 K and 1.5×10⁵ W/(m K) at 340 K. Over this temperature range the core therefore conducts worst when the chamber is cool. With the temperature-dependent density, latent heat and viscosity of real saturated water vapour, k is about 2.9×10⁴, 6.8×10⁴ and 1.5×10⁵ W/(m K) at 320, 330 and 340 K and β is about 0.080 per kelvin, so the round model overstates the sensitivity by about 7 %.

**Size of the neglected effects.** The Reynolds number based on 2h is 15 at the peak flow, far below the rough value of 2000 at which channel flow may become turbulent. Inertia changes the pressure gradient by +2.9 % in the evaporator and −0.4 % in the condenser; in this constant-density model, which neglects the joining region, the net change in pressure fall is below 0.01 %.

Slip adds a uniform speed λh|dp_v/dx|/(2μ_v), where λ is the slip length. Relative to U this is 6λ/h. With λ set equal to the mean free path, 0.32 μm, k rises by about 1 %. A rough second virial coefficient B = −800 cm³/mol raises the density by −Bp_v/(RT) = 0.5 %, and k by about 1 %.

An energy balance across the gap, with heat capacity 2000 J/(kg K), molecular conductivity 0.02 W/(m K) and the plate opposite the wick insulated, puts the vapour at most 0.013 K from the wick surface temperature at peak flow. This supports A4. Copper walls of total thickness 0.2 mm add 0.6 % to the sheet conductance of the core.

**What the core conductivity leaves out.** Heat is taken here to enter and leave through the plate that carries the wick, so it must also cross the wick. With a wick conductivity of 5 W/(m K), the evaporator flux 10/(0.050 × 0.010) = 2×10⁴ W/m² causes a drop of 2×10⁴ × 10⁻⁴/5 = 0.40 K. The condenser adds 0.06 K. Evaporation and condensation need a further temperature difference at the wick surface. Its size is estimated from the kinetic mass flux

[2α/(2 − α)] [M/(2πR)]^(1/2) [p_sat(T_l)/T_l^(1/2) − p_v/T_v^(1/2)],

where T_l and T_v are the liquid surface and vapour temperatures. This standard relation is taken over here without derivation. The two interface drops together are 0.006 K for an accommodation coefficient α = 1 and 0.11 K for α = 0.1. These values take the whole plate area as liquid surface; if only half of it is liquid, they double. The sum of lateral, wick and interface drops is thus 1.1 to 1.3 K, of which the core supplies about half.

For the same reason, the conductivity of the 0.5 mm stack of walls, wick and core,

(65790 × 0.2 + 390 × 0.2)/0.5 = 2.6×10⁴ W/(m K),

describes lateral transport alone. A package model needs the wick and interfaces as separate resistances through the thickness.

**Capillary condition.** The theorem also requires a wet wick. The vapour pressure falls by 500 Pa along the chamber and the liquid pressure by 340 Pa along its return path, 840 Pa together. Pores of radius 50 μm with surface tension 0.065 N/m can supply 2 × 0.065/(50×10⁻⁶) = 2600 Pa. If both falls grew in proportion to load, this horizontal chamber would reach its limit near 30 W. Standing upright with the heater at the top adds a head of 769 Pa and lowers that limit. Beyond it part of the wick dries and the theorem no longer applies. These estimates assume perfect wetting and leave out the drag of the vapour on the wick surface, which opposes the liquid flow. At peak flow this stress, (h/2)|dp_v/dx| = 1.2 Pa, exceeds t dp_l/dx = 0.85 Pa. In a Brinkman model of the wick, if half of the stress acts on the liquid, the liquid fall rises to about 590 Pa and the horizontal limit drops to about 24 W; if all of it does, the values are 830 Pa and 19 W. The effect on k is negligible, of relative order ρ_v/ρ_l.

**Comparison with real chambers.** A stack of about half a millimetre and a gap of some tenths of a millimetre are plausible for portable devices, but wick properties vary widely. The pores assumed here are as wide as the wick is thick, so Darcy's law, which averages over many pores, gives only a rough estimate of the liquid pressure fall and of the load limit. The permeability is also generous for a thin wick: a tenfold smaller value, at the same pore radius, would raise the liquid pressure fall to 3400 Pa and dry this chamber at 10 W. Posts or wick strips that hold the plates apart break A5. Long strips parallel to the flow that block 20 % of the width, with channels still much wider than the gap, raise the lateral drop of Proposition 1 by a factor of about 1/0.8, from 0.61 to 0.76 K. Friction at the sides of the strips adds about 7 % to the drop if the channels are ten gaps wide, and less than 2 % if they are forty gaps wide. A gap 10 % too small, with everything else fixed and no strips, raises the 0.61 K by a factor 1/0.9³ = 1.37, to 0.83 K. Without side friction, integration with variable vapour density gives 0.79 K for the strips and 0.87 K for the smaller gap. Foreign gas collects where vapour condenses and can shut off part of the condenser; the theorem does not cover that region. The numerical output below lists the values used.

Numbers as computed

```
vdW test, worst error of k: 2.3e-08
vdW test, worst error of saturation slope: 3.3e-08
Temperature: 330 K; vapour pressure: 17 kPa
Molar mass: 18 g/mol; latent heat: 2.4 MJ/kg
Viscosity, vapour: 11 uPa s
Viscosity, liquid: 0.5 mPa s
Liquid density: 980 kg/m3
Gap: 0.2 mm; width: 50 mm; load: 10 W
Heated length: 10 mm; cooled: 70 mm
Wick: 0.1 mm, permeability 5e-11 m2
Wick conductivity: 5 W/(m K)
Pore radius: 50 um; tension: 0.065 N/m
Copper: 390 W/(m K), total 0.2 mm
Vapour heat capacity: 2000 J/(kg K)
Vapour molecular conductivity: 0.02 W/(m K)
Second virial coefficient: -800 cm3/mol
Vapour density: 0.1115 kg/m3
Saturation slope L rho_v/T: 811 Pa/K
Core conductivity: 6.579e+04 W/(m K)
Core over copper conductivity: 169
Gap where core equals copper: 15.4 um
Whole-stack conductivity: 2.647e+04 W/(m K)
Stack thickness: 0.5 mm
Core conductivity at 320 K: 2.697e+04 W/(m K)
Core conductivity at 340 K: 1.519e+05 W/(m K)
Sensitivity d ln k/dT: 8.63 %/K
Peak mass flow per width: 8.333e-05 kg/(m s)
Peak mean vapour speed: 3.74 m/s
Peak core heat flux: 1.00e+06 W/m2
Peak Reynolds number (length 2h): 15.2
Lateral drop, linear formula: 0.6080 K
Lateral drop, full integration: 0.6246 K
Finite-load increase: 2.72 %
Mean free path: 0.317 um; Kn: 0.00158
Slip raises k by: 0.95 %
Wall Reynolds number, evaporator: 0.152
Wall Reynolds number, condenser: -0.0216
Inertia coefficient, numerical: 0.19286
Inertia on gradient, evaporator: 2.93 %
Inertia on gradient, condenser: -0.42 %
Inertia on total pressure fall: 0.0015 %
Nonideality raises density by: 0.50 %
Liquid/vapour resistance ratio: 7.85e-05
Copper/core sheet conductance: 0.59 %
Vapour offset from saturation: 0.0127 K
Gap/width ratio: 0.40 %
Interface drops, accommodation 1: 0.0059 K
Interface drops, accommodation 0.1: 0.1126 K
Drops through wick, both ends: 0.457 K
Vapour pressure fall: 500 Pa
Liquid pressure fall: 340 Pa
Capillary pressure available: 2600 Pa
Liquid head if stood upright: 769 Pa
```
